# The Brunauer-Emmett-Teller isotherm and its divergence at saturation pressure

Take a flat surface divided into identical sites, and let molecules from a vapour pile up on each site in a vertical stack. Suppose first that the surface binds a molecule just as strongly as another adsorbed molecule does, so that all layers are alike. Each added molecule then multiplies the statistical weight of the stack by the same factor \(x\), which is proportional to the vapour pressure. A stack of \(n\) molecules has weight \(x^n\), and the mean height is

\[
\theta=\frac{\sum_{n\ge 0} n x^n}{\sum_{n\ge 0}x^n}=\frac{x/(1-x)^2}{1/(1-x)}=\frac{x}{1-x}.
\]

This grows without limit as \(x\to1\). At \(x=1\) a further molecule neither raises nor lowers the weight, so no height is preferred over any other. A different first layer changes one factor in the weight of every occupied stack. It alters the start of the curve but cannot prevent the divergence.

To make this quantitative, let the energy of a molecule at rest in the vapour be zero. A molecule in the first layer has binding energy \(E_1>0\), and a molecule in any higher layer has \(E_2>0\). Their partition functions are

\[
q_1=j_1e^{E_1/kT},\qquad q_2=j_2e^{E_2/kT},
\]

where \(j_1\) and \(j_2\) count the thermally accessible motion about the binding position. Equal energies in the upper layers are not quite enough for what follows: the prefactor \(j_2\) must also be the same in all of them. Three more assumptions define the model. Stacks do not influence one another, their height is unlimited, and the vapour is an ideal gas. Molecular rotation is taken to be equally free in the vapour and on the surface, so that it cancels.

The vapour sets the chemical potential \(\mu\). For \(N\) molecules of mass \(m\) in a volume \(V\), the partition function is \(Z_N=(V/\Lambda^3)^N/N!\), with thermal wavelength \(\Lambda=h/\sqrt{2\pi mkT}\). Adding one molecule changes the free energy by

\[
\mu=-kT\ln\frac{Z_{N+1}}{Z_N}=-kT\ln\frac{V}{(N+1)\Lambda^3}.
\]

For large \(N\) the difference between \(N+1\) and \(N\) is negligible. With \(N/V=p/kT\), the activity is

\[
\lambda\equiv e^{\mu/kT}=\frac{p\Lambda^3}{kT}.
\]

A stack exchanging molecules with this vapour has weight \(w_0=1\) when empty. When it holds \(n\ge1\) molecules,

\[
w_n=q_1q_2^{\,n-1}\lambda^n=\frac{q_1}{q_2}(q_2\lambda)^n=c\,x^n,
\qquad c=\frac{q_1}{q_2},\quad x=q_2\lambda .
\]

Since \(\lambda\) is proportional to \(p\), we may write \(x=p/p^*\) with

\[
p^*=\frac{kT}{\Lambda^3q_2}.
\]

For \(x<1\) the geometric series \(\sum_{n\ge1}x^n=x/(1-x)\) converges, and the sum of all weights is

\[
\xi=1+\frac{cx}{1-x}=\frac{1+(c-1)x}{1-x}.
\]

Differentiating \(x^n\) with respect to \(x\) and multiplying by \(x\) gives \(nx^n\). The mean number of layers is therefore \(\theta=x\,d\ln\xi/dx\), taken at fixed temperature and so at fixed \(c\):

\[
\theta=\frac{(c-1)x}{1+(c-1)x}+\frac{x}{1-x}
=x\,\frac{(c-1)(1-x)+1+(c-1)x}{(1-x)[1+(c-1)x]} .
\]

In the numerator the terms \(\mp(c-1)x\) cancel and leave \(c\). The result is the Brunauer-Emmett-Teller (BET) isotherm,

\[
\theta=\frac{cx}{(1-x)(1-x+cx)},\qquad 0\le x<1 .
\]

For \(c=1\) it returns the opening case. At very low pressure it becomes \(\theta\approx cx\), proportional to pressure. If \(x\ll1\) but \(cx\) is not small, which requires \(c\gg1\), it becomes the Langmuir form \(\theta\approx cx/(1+cx)\): one layer fills and upper layers are still rare.

The divergence can be isolated by rewriting the two terms found by differentiation. The first equals \(1-1/[1+(c-1)x]\) and the second equals \(1/(1-x)-1\), so

\[
\theta=\frac{1}{1-x}-\frac{1}{1+(c-1)x}.
\]

As \(x\to1\) the subtracted term tends to \(1/c\), which is finite for every \(c>0\). Hence \((1-x)\theta\to1\), whatever the strength of the first bond. That bond decides how soon the limiting form is reached: the ratio of the subtracted term to the first is \((1-x)/(1-x+cx)\), which is small once \(1-x\ll cx\).

So far the divergence lies at \(p^*\), a pressure defined by the upper layers. To connect it with saturation, consider the bulk liquid in the same approximation, each molecule moving in its own cell with partition function \(q_{\rm L}\). The \(N!\) ways of assigning molecules to cells cancel the \(1/N!\) for identical particles, so \(Z_N=q_{\rm L}^N\) and \(\mu=-kT\ln q_{\rm L}\). The small work \(pv\) associated with the liquid's molecular volume \(v\) is neglected. Liquid and vapour coexist when their chemical potentials agree, which means \(\lambda q_{\rm L}=1\). The saturation pressure is then

\[
p_0=\frac{kT}{\Lambda^3q_{\rm L}} .
\]

Thus \(p^*=p_0\) precisely when \(q_2=q_{\rm L}\). Equal upper layers produce a divergence; upper layers that are equal to the liquid place it at saturation. From here on \(q_2=q_{\rm L}\) and \(x=p/p_0\), unless stated otherwise.

The unlimited height matters as well. If at most \(N\) layers fit, the weights at saturation are \(1\) for the empty stack and \(c\) for each of the \(N\) others. Using \(\sum_{n=1}^N n=N(N+1)/2\),

\[
\theta_N(x=1)=\frac{cN(N+1)}{2(1+cN)},
\]

which is finite. For \(cN\gg1\) it is close to \((N+1)/2\), the average of equally likely heights from 1 to \(N\).

Exactly equal upper layers, by contrast, are sufficient for the divergence but not necessary. Let the weights be \(w_n=c_nx^n\), where \(c_n\) varies from layer to layer but approaches a finite, nonzero limit \(c_\infty\). Beyond some height, \(c_n\) differs from \(c_\infty\) by as small a fraction as we like, while the terms below that height contribute only finite amounts. As \(x\to1\), the two sums therefore approach

\[
\sum_n w_n\simeq\frac{c_\infty}{1-x},\qquad
\sum_n n\,w_n\simeq\frac{c_\infty}{(1-x)^2},
\]

and their ratio is again \(1/(1-x)\) to leading order. It suffices that the binding approaches that of the liquid fast enough for the product of all the corrections to converge.

The same result has a kinetic reading. Molecules strike the surface at a rate per area equal to the density \(p/kT\) times the mean inward velocity,

\[
\frac{p}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv
=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\]

If every arriving molecule sticks, a site of area \(\sigma\) gains molecules at the rate \(a(p)=p\sigma/\sqrt{2\pi mkT}\). Let \(s_n\) be the fraction of stacks with height \(n\), and let the top molecule leave at rate \(d_1\) from the first layer and \(d_2\) from any higher one. In equilibrium, each gain is balanced by its reverse:

\[
a s_0=d_1s_1,\qquad a s_{n-1}=d_2s_n\quad(n\ge2).
\]

The weights require \(s_1/s_0=cx\) and \(s_n/s_{n-1}=x\). Therefore \(d_2=a/x=a(p_0)\) and \(d_1=a/(cx)=a(p_0)/c\). The height of a stack performs a random walk, with a mean drift \(a(p)-a(p_0)\) whenever \(n\ge2\). Below saturation this drift points towards the surface and keeps the height finite. It vanishes at \(p_0\). Above \(p_0\) it points outwards, and there is no steady state. At \(1.5p_0\), integrating the rate equations from a bare surface with the value of \(c\) used below gives a late growth rate of \(0.5000\,a(p_0)\), the expected difference.

As an example, take nitrogen at 77 K on a flat, nonporous oxide coating. The inputs are rough typical values: \(p_0=730\) Torr, \(E_1=0.090\) eV, \(E_2=0.060\) eV, \(\sigma=0.16\) nm² and a layer thickness of 0.35 nm. Equal prefactors \(j_1=j_2\) are assumed. With \(kT=6.635\) meV,

\[
c=e^{(E_1-E_2)/kT}=e^{30/6.635}\approx92 .
\]

The saturation pressure also fixes \(q_2=kT/(\Lambda^3p_0)=2.06\times10^5\), since \(\Lambda=0.0376\) nm. Removing the factor \(e^{E_2/kT}\) leaves \(j_2=24.3\). If this is read as three equal classical oscillators of angular frequency \(\omega\), then \(j_2=(kT/\hbar\omega)^3\) and

\[
\hbar\omega=\frac{6.635\ \text{meV}}{(24.3)^{1/3}}\approx2.29\ \text{meV}.
\]

This lies below \(kT\), as the classical reading requires. Quantum corrections at this frequency would shift the calculated \(p_0\) by 1.5 %.

A useful landmark is the pressure at which the mean coverage is one layer. Setting \(\theta=1\) gives

\[
cx=(1-x)(1-x+cx)=(1-x)^2+cx-cx^2 .
\]

The terms \(cx\) cancel, leaving \((1-x)^2=cx^2\). Both \(1-x\) and \(x\) are positive, so \(1-x=\sqrt c\,x\) and

\[
x=\frac{1}{1+\sqrt c}=0.0944,\qquad p\approx69\ \text{Torr}.
\]

The bare fraction at this pressure is

\[
\frac1\xi=\frac{1-x}{1-x+cx}=\frac{\sqrt c\,x}{\sqrt c\,x+cx}=\frac{1}{1+\sqrt c},
\]

the same number as \(x\). A mean coverage of one layer is therefore not a completed layer: 9.4 % of the sites are empty, and molecules in upper layers make up the count.

At \(0.30p_0\), or 219 Torr, the isotherm gives

\[
\theta=\frac{91.95\times0.30}{0.70\,(0.70+91.95\times0.30)}\approx1.39,
\]

a mean thickness of 0.49 nm. At \(0.90p_0\) there are 9.99 layers, or 3.5 nm, and at \(0.99p_0\) there are 100 layers, or 35 nm. The last two values follow \(1/(1-x)\) closely. With a ceiling of 10 layers, the same parameters would give only 5.5 layers at saturation. The rates are fast: \(a(p_0)=8.8\times10^8\) s⁻¹ per site, so \(1/d_2\approx1.1\) ns and \(1/d_1\approx104\) ns. These are the mean times a molecule spends uncovered before it leaves an upper layer or the first. A covered molecule cannot leave, and an occupied layer is uncovered for a fraction \(1-x\) of the time, so the full stay is longer by the factor \(1/(1-x)\). These times assume unit sticking.

The large coverages near saturation expose the weakness of independent stacks. At \(0.90p_0\), the standard deviation of the height is 9.5 layers, almost as large as the mean. Neighbouring columns would commonly differ by many molecules. But a liquid owes much of its binding to sideways neighbours. In a close-packed arrangement whose layers are the close-packed planes, 6 of a molecule's 12 nearest neighbours lie in its own layer. If all nearest-neighbour bonds are equal, half of \(E_2\) is lateral: 0.030 eV, or \(4.5kT\). The BET model grants this energy even to a molecule at the top of an isolated column, where those neighbours are absent.

The opposite extreme is a perfectly flat film, in which all stacks rise together. For this case the long reach of the substrate must also be kept. Summing an attraction proportional to \(r^{-6}\) over a half-space gives an energy proportional to the inverse cube of the distance, so let the extra binding in layer \(n\) be \(\Delta/n^3\), with \(\Delta=E_1-E_2\). The first layer is unchanged, and the second gains 3.75 meV. Completing layer \(n\) changes the grand potential per site by

\[
-kT\ln x-\frac{\Delta}{n^3}=kT\ln\frac1x-\frac{\Delta}{n^3}.
\]

Layers are added as long as this is negative. The film therefore has

\[
n_{\rm flat}=\left\lfloor\left(\frac{\Delta}{kT\ln(1/x)}\right)^{1/3}\right\rfloor
\]

layers, where the brackets denote rounding down. Near saturation, \(\ln(1/x)\approx1-x\), so the thickness still diverges, but with the power \(-1/3\) instead of \(-1\). At \(0.90p_0\) the cube root is about 3.5 and the film has 3 layers; at \(0.99p_0\) it has 7. The BET values are 10 and 100.

This difference does not come from the substrate's long reach by itself. Independent stacks with the same \(\Delta/n^3\) attraction have 11.0 layers at \(0.90p_0\), slightly more than BET. Their divergence also keeps the form \(1/(1-x)\), because \(\sum1/n^3\) converges and the condition found above is met.

The effect of lateral binding can be followed in a single row of stacks. Two neighbours of heights \(h\) and \(h'\) share \(\min(h,h')=(h+h'-|h-h'|)/2\) lateral bonds. The first two terms are already contained in the binding energies \(E_1\) and \(E_2\), if the first layer has the same lateral bonds as the others; the last is a penalty of half a bond for each unit of height difference. Putting all the lateral binding into the row makes this penalty \(J=0.015\) eV. Each neighbouring pair then contributes a factor

\[
T_{hh'}=\sqrt{w_hw_{h'}}\,e^{-J|h-h'|/kT}
\]

to the weight of the row. For a long closed row, the partition function is the trace of a high power of the matrix \(T\). Its largest eigenvalue dominates, and the squared components of the corresponding normalized eigenvector are the height probabilities. With the substrate attraction held fixed, this coupling lowers the coverage at \(0.90p_0\) from 11.0 to 3.4 layers. At \(0.30p_0\) it lowers it from 1.63 to 1.02. The row illustrates the trend; it is not a prediction for a two-dimensional film.

Nitrogen adsorption near 77 K is used to measure the areas of solids, mostly at pressures well below saturation, and a value of \(c\) of order 100 is typical of oxides. Dividing the number of adsorbed molecules by \(\theta\) gives the number of sites, and multiplying by \(\sigma\) gives the area. If \(c\) is known and a single pressure is used, an error in \(\theta\) passes directly into that result. If \(c\) and the number of sites are instead fitted together to data at several pressures, the fitted \(c\) absorbs a uniform change in the first-layer binding, but need not absorb a change in the upper layers. The following changes are therefore changes in coverage; the fitted area can shift by less or by more. Lateral binding and the substrate's reach together move the coverage at \(0.30p_0\) from 1.39 in BET to 1.02 in the coupled row, roughly a quarter below the BET value. This shift belongs to the row model and is not a correction for real films. Empirical thickness curves for nitrogen on nonporous oxides give roughly 1.4 to 1.6 layers at \(0.30p_0\), closer to BET than to the row. At \(0.90p_0\) they give between 3 and 4 layers, and there it is BET that fails. Real oxides also have unequal sites. If half the sites bind the first molecule 10 meV more strongly and half 10 meV less strongly, the coverage at \(0.05p_0\) falls from 0.872 to 0.776, by 11 % of the uniform value. On the uniform surface, halving \(j_1\) at fixed \(j_2\) lowers the coverage from 0.872 to 0.745. Since this only halves \(c\), a fit that leaves \(c\) free would still return the correct number of sites. Pores are outside the model: they limit the number of layers, and capillary condensation can fill them below \(p_0\).

The ideal-gas assumption is a smaller concern here. To first order in pressure, the volume per vapour molecule is \(kT/p+B\), where \(B\) is the second virial coefficient. Integrating \(d\mu=(kT/p+B)\,dp\) from \(p_0\) to \(p\) replaces \(x\) by

\[
x_{\rm eff}=\frac{p}{p_0}\exp\!\left[\frac{B(p-p_0)}{kT}\right].
\]

A Lennard-Jones potential with a depth of 95 K and a diameter of 0.37 nm gives \(B=-0.387\) nm³ and \(Bp_0/kT=-3.5\) %. At \(p/p_0=0.30\) the effective value is 0.3075, an increase of 2.5 %.

Close to saturation, temperature control matters more. In \(p_0=kT/(\Lambda^3q_2)\), the factor \(\Lambda^{-3}\) varies as \(T^{3/2}\) and the classical \(j_2\) as \(T^3\). Thus \(p_0\propto T^{-1/2}e^{-E_2/kT}\), and

\[
\frac{d\ln p_0}{dT}=\frac{E_2}{kT^2}-\frac{1}{2T}\approx11\ \%\ \text{per kelvin}.
\]

A sample held at 76 K has a model saturation pressure of 652 Torr. Vapour at 657 Torr, which is \(0.90p_0\) at 77 K, is already slightly supersaturated there: instead of ten layers, the model has no equilibrium film at all.

The identification of the upper layers with the liquid is just as sensitive. If \(E_2\) were 1 meV smaller than the liquid's binding energy, with everything else fixed, the divergence would move to

\[
\frac{p^*}{p_0}=e^{1/6.635}\approx1.16 .
\]

The formula would then predict a finite film at \(p_0\), although bulk liquid can already condense there. The numerical output gives the coverages at further pressures.

## Computed results

```
Temperature: 77.0 K; kT = 6.635 meV
Molecular mass: 28.0 u
Saturation pressure p0 (input): 730.0 Torr
First-layer binding E1: 0.090 eV
Upper-layer binding E2: 0.060 eV
Site area: 0.16 nm^2
Layer thickness: 0.35 nm
Thermal wavelength: 0.03760 nm
Upper-layer partition function q2: 2.0550e+05
Prefactor j (both layers): 24.31
Inferred vibrational quantum: 2.291 meV
p0 from vapour-liquid division: 729.99 Torr
BET constant c: 91.95
One layer on average at p/p0 = 0.0944, p = 68.94 Torr
Bare sites at that pressure: 9.44 %
p/p0, p (Torr), BET layers, BET thickness (nm), flat-film layers:
  0.05    36.50    0.8724     0.305    1
  0.10    73.00    1.0121     0.354    1
  0.30   219.00    1.3932     0.488    1
  0.60   438.00    2.4820     0.869    2
  0.90   657.00    9.9879     3.496    3
  0.99   722.70   99.9890    34.996    7
(1-x)*theta at x = 0.999: 0.99999
Standard deviation of height at 0.90 p0: 9.487 layers
Layers at p0 if at most 10 allowed: 5.4940
Arrival rate per site at p0: 8.836e+08 1/s
Residence time, upper layer: 1.132 ns
Residence time, first layer: 104.1 ns
Growth at 1.5 p0 / arrival rate at p0: 0.5000
Substrate tail in layer 2: 3.75 meV
Independent stacks with tail, 0.30 p0: 1.635 layers
Independent stacks with tail, 0.90 p0: 11.045 layers
Lateral part of E2: 0.030 eV = 4.52 kT
Coupled row with tail, 0.30 p0: 1.024 layers
Coupled row with tail, 0.90 p0: 3.371 layers
Lennard-Jones inputs: 95 K, 0.37 nm
Second virial coefficient: -0.3872 nm^3
Virial correction B*p0/kT: -3.54 %
Effective x at p/p0 = 0.30 in real vapour: 0.3075
Layers at 0.05 p0, half sites E1+10 meV, half E1-same: 0.7756
Layers at 0.05 p0 if j1 = j2/2: 0.7448
Quantum-vibration shift of p0: 1.50 %
Relative slope of p0 with temperature: 11.09 %/K
Model p0 at 76 K: 652.4 Torr
0.90 p0(77 K) divided by p0(76 K): 1.0071
Divergence at p*/p0 if E2 is 1 meV below liquid: 1.1627
```
